# Kramers recombination: shell cross sections, the total, and the rate coefficient

## 1. Definitions and conventions

A free electron of mass $m$, speed $v$ and energy $E=mv^2/2$ meets a bare nucleus of charge $Ze$. It is captured into the shell of principal quantum number $n$, and one photon carries away the energy

$$\hbar\omega=E+\frac{\chi_0}{n^2},\qquad \chi_0=\tfrac12 m(Z\alpha c)^2 .$$

Here $\alpha$ is the fine-structure constant and $\chi_0$ is the ionization energy of the ground state. The nucleus is infinitely heavy and at rest, and the motion is nonrelativistic. All shells are empty and available, and there is no stimulated emission. SI units are used, with the abbreviations

$$q^2=\frac{e^2}{4\pi\varepsilon_0}=\alpha\hbar c,\qquad \kappa=Zq^2,$$

so that the potential energy is $-\kappa/r$. The Bohr radius is $a_0=\hbar/(\alpha mc)$, Euler's constant is $\gamma$, and

$$\varepsilon=\frac{E}{\chi_0},\qquad \lambda=\frac{\chi_0}{k_BT}.$$

The cross section for capture into shell $n$ is $\sigma_n$, the sum over shells is $\sigma_{\rm tot}$, and the rate coefficient is $R(T)=\langle v\sigma_{\rm tot}\rangle$, averaged over a Maxwell distribution.

The word "logarithmic" needs care. Each $\sigma_n$ by itself diverges as $1/E$ when $E\to0$. The sum over shells multiplies this by a logarithm. Thus it is $E\sigma_{\rm tot}$, not $\sigma_{\rm tot}$, that diverges only logarithmically.

The method is semiclassical: compute the classical radiation of a passing electron, convert it to photons, and extend the result to final states that are bound.

## 2. Radiation from one passage

Larmor's formula gives the radiated power $2q^2|\mathbf a|^2/(3c^3)$ for acceleration $\mathbf a$. Define $\mathbf a_\omega=\int\mathbf a\,e^{i\omega t}dt$. Since $\mathbf a(t)$ is real, positive and negative frequencies contribute equally, and Parseval's theorem reads

$$\int|\mathbf a|^2dt=\frac1{2\pi}\int_{-\infty}^{\infty}|\mathbf a_\omega|^2d\omega=\frac1\pi\int_0^\infty|\mathbf a_\omega|^2d\omega .$$

Integration by parts gives $\mathbf a_\omega=-i\omega\mathbf v_\omega$. The boundary term vanishes for the parabolic orbit used below, whose speed tends to zero at large distance. The energy radiated per unit angular frequency is therefore

$$\frac{dW}{d\omega}=\frac{2q^2\omega^2}{3\pi c^3}|\mathbf v_\omega|^2. \tag{1}$$

### Why a parabola suffices

An orbit of angular momentum $L$ has eccentricity $s$ with

$$s^2=1+\frac{2EL^2}{m\kappa^2}=1+\left(\frac{vL}{\kappa}\right)^2 .$$

If $s$ is close to 1, the turn around the nucleus lasts a time of order $L^3/(m\kappa^2)$. Frequency $\omega$ thus comes mainly from angular momenta of order $L_\omega=(m\kappa^2/\omega)^{1/3}$. For these,

$$s^2-1\sim\left(\frac{mv^3}{\kappa\omega}\right)^{2/3}.$$

The orbit near the nucleus is nearly parabolic when $\omega\gg mv^3/\kappa$. Physically, the electron has gained so much speed by falling inward that its initial energy hardly matters there.

For recombination this condition can be rewritten. Since $v/(Z\alpha c)=\sqrt{E/\chi_0}$ and $\kappa=Z\alpha\hbar c$,

$$\frac{mv^3}{\kappa\omega}=\frac{mv^2}{\hbar\omega}\,\frac{\hbar v}{\kappa}
=\frac{2E}{\hbar\omega}\sqrt{\frac{E}{\chi_0}}<2\sqrt{\frac{E}{\chi_0}},$$

because $\hbar\omega>E$. The incoming orbit is therefore nearly parabolic for every shell if $E\ll\chi_0$. The final orbit need not be. With energy $-\chi_0/n^2$ and angular momentum $L_\omega$ it has $s^2-1=-(L_\omega/\hbar)^2/n^2\approx-1.6\,n^{-2/3}$ near threshold, which is small only for high shells. Section 5 measures the resulting error.

### Fourier components

The zero-energy orbit is $r=p/(1+\cos\theta)$ with $p=L^2/(m\kappa)$. Put $\eta=\tan(\theta/2)$. Then $1+\cos\theta=2/(1+\eta^2)$, so

$$r=\frac p2(1+\eta^2),\quad x=r\cos\theta=\frac p2(1-\eta^2),\quad y=r\sin\theta=p\eta .$$

Angular momentum conservation gives $dt=mr^2d\theta/L$. With $d\theta=2d\eta/(1+\eta^2)$,

$$dt=\frac{mp^2}{2L}(1+\eta^2)d\eta,\qquad
t=\frac{L^3}{2m\kappa^2}\left(\eta+\frac{\eta^3}{3}\right).$$

Let $\tau=\omega L^3/(2m\kappa^2)$ and $\phi=\tau(\eta+\eta^3/3)$. Since $\dot x\,dt=-p\eta\,d\eta$ and $\dot y\,dt=p\,d\eta$,

$$v_{x,\omega}=-p\int_{-\infty}^{\infty}\eta e^{i\phi}d\eta,\qquad
v_{y,\omega}=p\int_{-\infty}^{\infty}e^{i\phi}d\eta .$$

These are Airy integrals. The Airy function is

$$\mathrm{Ai}(z)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(u^3/3+zu)}du .$$

Substituting $u=\tau^{1/3}\eta$ and $z=\tau^{2/3}$ gives

$$\int e^{i\phi}d\eta=2\pi\tau^{-1/3}\mathrm{Ai}(z),\qquad
\int\eta e^{i\phi}d\eta=-2\pi i\,\tau^{-2/3}\mathrm{Ai}'(z).$$

The second follows because differentiating Ai with respect to $z$ brings down a factor $iu$. In terms of modified Bessel functions of argument $\xi=\tfrac23z^{3/2}=\tfrac23\tau$,

$$\mathrm{Ai}(z)=\frac1\pi\sqrt{\frac z3}K_{1/3}(\xi),\qquad
\mathrm{Ai}'(z)=-\frac{z}{\pi\sqrt3}K_{2/3}(\xi).$$

The powers of $\tau$ cancel, leaving $(2/\sqrt3)K_{1/3}$ and $(2i/\sqrt3)K_{2/3}$ for the two integrals. Hence

$$|\mathbf v_\omega|^2=\frac{4p^2}{3}\left[K_{1/3}^2(\xi)+K_{2/3}^2(\xi)\right],\qquad
\xi=\frac{\omega L^3}{3m\kappa^2}. \tag{2}$$

## 3. All impact parameters

For a beam of electrons the relevant quantity is the radiated energy integrated over the impact parameter $b=L/(mv)$:

$$Q(\omega)=\int_0^\infty\frac{dW}{d\omega}\,2\pi b\,db,\qquad
2\pi b\,db=\frac{2\pi L\,dL}{m^2v^2}.$$

Insert (1), (2) and $p^2=L^4/(m^2\kappa^2)$:

$$Q=\frac{16q^2\omega^2}{9c^3m^4\kappa^2v^2}\int_0^\infty L^5\left[K_{1/3}^2+K_{2/3}^2\right]dL .$$

From $L^3=3m\kappa^2\xi/\omega$,

$$L^5dL=\tfrac13L^3\,d(L^3)=\frac{3m^2\kappa^4}{\omega^2}\,\xi\,d\xi .$$

The factors of $\omega$ cancel:

$$Q=\frac{16q^2\kappa^2}{3c^3m^2v^2}\,I,\qquad
I=\int_0^\infty\xi\left[K_{1/3}^2+K_{2/3}^2\right]d\xi .$$

To find $I$, use $K_\nu'=-K_{\nu-1}-(\nu/\xi)K_\nu$ and $K_{-\nu}=K_\nu$:

$$K_{1/3}'=-K_{2/3}-\frac{1}{3\xi}K_{1/3},\qquad
K_{2/3}'=-K_{1/3}-\frac{2}{3\xi}K_{2/3}.$$

In the derivative of $\xi K_{1/3}K_{2/3}$, the product $K_{1/3}K_{2/3}$ appears with coefficient $1-\frac13-\frac23=0$. What remains is

$$\frac{d}{d\xi}\left(\xi K_{1/3}K_{2/3}\right)=-\xi\left(K_{1/3}^2+K_{2/3}^2\right).$$

So $I$ is the value of $\xi K_{1/3}K_{2/3}$ at $\xi\to0$, since the product vanishes at infinity. For small argument $K_\nu\approx\frac12\Gamma(\nu)(2/\xi)^\nu$, and therefore

$$I=\xi\cdot\frac14\Gamma(\tfrac13)\Gamma(\tfrac23)\frac2\xi
=\frac12\,\frac{\pi}{\sin(\pi/3)}=\frac{\pi}{\sqrt3}.$$

The result is a flat spectrum:

$$Q=\frac{16\pi q^2\kappa^2}{3\sqrt3\,c^3m^2v^2}. \tag{3}$$

Its validity can be judged from the emission of true hyperbolic orbits, integrated numerically. The ratio of that emission to (3) is 1.073, 1.016 and 1.003 at $\omega\kappa/(mv^3)=5$, 50 and 500. The flat value is approached from above.

## 4. From classical emission to capture

Emission in the range $d\omega$ consists of photons of energy $\hbar\omega$, so the photon cross section is

$$d\sigma=\frac{Q\,d\omega}{\hbar\omega}.$$

For $\hbar\omega<E$ the electron remains free; this is free-free emission. For $\hbar\omega>E$ the final energy $E_f=E-\hbar\omega$ is negative. A classical calculation with a prescribed orbit does not know that the final states are discrete. Kramers' step is to retain the same emission and divide it among the levels. The levels $E_f=-\chi_0/n^2$ have spacing

$$\frac{dE_f}{dn}=\frac{2\chi_0}{n^3},$$

and shell $n$ receives the emission in a frequency interval $\Delta\omega=2\chi_0/(\hbar n^3)$. This is a correspondence assumption, natural for large $n$, whose accuracy at small $n$ must be checked separately. It gives

$$\sigma_n=\frac{Q}{\hbar}\,\frac{2\chi_0}{n^3}\,\frac1{E+\chi_0/n^2}.$$

To simplify $Q$, use $q^2\kappa^2=Z^2\alpha^3\hbar^3c^3$ and $m^2v^2=2mE$:

$$\frac Q\hbar=\frac{8\pi Z^2\alpha^3\hbar^2}{3\sqrt3\,mE}.$$

Since $\chi_0=Z^2\hbar^2/(2ma_0^2)$, we may replace $Z^2\hbar^2/m$ by $2a_0^2\chi_0$. Therefore

$$\boxed{\sigma_n=\frac{A\chi_0^2}{n^3E\,(E+\chi_0/n^2)}},\qquad
A=\frac{32\pi}{3\sqrt3}\,\alpha^3a_0^2. \tag{4}$$

There are two limits:

$$\sigma_n\approx\frac{A\chi_0}{nE}\quad\left(E\ll\frac{\chi_0}{n^2}\right),\qquad
\sigma_n\approx\frac{A\chi_0^2}{n^3E^2}\quad\left(E\gg\frac{\chi_0}{n^2}\right).$$

The factor $1/E$ in the first is an effect of focusing. A fixed range of angular momentum corresponds to an area $\pi b^2=\pi L^2/(2mE)$, which grows as the electron slows. The second expression is useful within the present approximation only for high shells, because $E\ll\chi_0$ is still required.

## 5. How good is the correspondence step?

The Gaunt factor $g_n$ is the ratio of the quantum cross section to (4). The quantum value used here comes from nonrelativistic Coulomb wave functions in the electric dipole approximation, summed over the orbital states of the shell. At $\varepsilon=10^{-4}$ the calculation gives

$$g_1=0.797,\quad g_2=0.876,\quad g_3=0.908,\quad g_6=0.944,\quad g_{12}=0.966 .$$

Kramers' formula is thus about 25 percent above the quantum value for the ground state, and 3.5 percent above it for $n=12$.

The trend has a plausible origin. Near threshold $\hbar\omega\approx\chi_0/n^2$, and the important angular momentum obeys

$$\left(\frac{L_\omega}{\hbar}\right)^3=\frac{m\kappa^2}{\hbar^3\omega}
=\frac{2\chi_0}{\hbar\omega}\approx2n^2 .$$

The final orbit then departs from a parabola by $s^2-1\approx-(2n^2)^{2/3}/n^2\propto n^{-2/3}$. The size of the effect can be estimated from section 3, where the excess of hyperbolic emission over (3) tends to $0.218\,[\omega\kappa/(mv^3)]^{-2/3}=0.346\,E/[(\hbar\omega)^{2/3}\chi_0^{1/3}]$, linear in the orbit energy. Replacing $E$ by the mean $(E+E_f)/2$ of the initial and final energies gives $1-g_n\approx0.173\,n^{-2/3}$ at threshold. This is 0.033 for $n=12$, against a quantum value of 0.035 as $\varepsilon\to0$, and the estimate changes sign where $E=\chi_0/n^2$. The replacement is a heuristic, not a derivation. Between $n=6$ and $n=12$ the computed $1-g_n$ falls with exponent $-0.73$ at $\varepsilon=10^{-4}$ and $-0.70$ as $\varepsilon\to0$; between $n=60$ and $n=120$ the threshold exponent is $-0.68$, approaching $-\frac23$.

## 6. The sum over shells

Write (4) as $\sigma_n=A\,[\varepsilon n(1+\varepsilon n^2)]^{-1}$. Then

$$\sigma_{\rm tot}=\frac A\varepsilon S(\varepsilon),\qquad
S(\varepsilon)=\sum_{n=1}^\infty\frac1{n(1+\varepsilon n^2)} .$$

The sum behaves as $\sum1/n$ up to about

$$n_c=\varepsilon^{-1/2}=\sqrt{\chi_0/E},$$

after which its terms fall as $1/n^3$. It is therefore close to $\ln n_c=\frac12\ln(\chi_0/E)$ plus a constant. To obtain the constant, use the digamma series

$$\psi(1+w)=-\gamma+\sum_{n=1}^\infty\left(\frac1n-\frac1{n+w}\right).$$

Set $w=iy$ with $y=\varepsilon^{-1/2}$. The real part of each term is

$$\frac1n-\frac n{n^2+y^2}=\frac{y^2}{n(n^2+y^2)}=\frac1{n(1+\varepsilon n^2)},$$

so that

$$S(\varepsilon)=\gamma+\mathrm{Re}\,\psi(1+i\varepsilon^{-1/2}). \tag{5}$$

For large $|w|$, $\psi(1+w)=\ln w+1/(2w)-1/(12w^2)+\dots$. At $w=iy$ the term $1/(2w)$ is imaginary, $\mathrm{Re}\ln w=\ln y$, and $-1/(12w^2)=+1/(12y^2)$. Hence

$$S=\frac12\ln\frac1\varepsilon+\gamma+\frac\varepsilon{12}+O(\varepsilon^2),$$

$$\boxed{\sigma_{\rm tot}\approx A\,\frac{\chi_0}{E}\left[\frac12\ln\frac{\chi_0}{E}+\gamma\right]\quad(E\ll\chi_0)}. \tag{6}$$

The logarithm reflects equal contributions from equal intervals of $\ln n$ between 1 and $n_c$. It needs the high shells to exist. If a surrounding plasma or field leaves only shells $n\le N$, then for $E\ll\chi_0/N^2$

$$\sigma_{\rm tot}\approx A\frac{\chi_0}{E}\sum_{n=1}^N\frac1n,$$

and the logarithm has saturated, while the factor $1/E$ remains.

### What quantum corrections do to the logarithm

With Gaunt factors, the terms of $S$ are multiplied by $g_n$. For $n\ll n_c$ the deficit $1-g_n$ falls roughly as $n^{-2/3}$. Toward $n_c$ it falls faster and changes sign: at $\varepsilon=10^{-2}$, where $n_c=10$, $g_{10}=0.997$ and $g_{20}=1.022$. If $|1-g_n|$ stays below a constant times $n^{-2/3}$ up to $n\sim n_c$, the correction $\sum(1-g_n)/n$ over these shells remains bounded as $\varepsilon\to0$. All shells above $n_c$ together contribute about $\int_1^\infty dx/[x(1+x^2)]=\frac12\ln2$ to $S$ as $\varepsilon\to0$ (0.32 at $\varepsilon=10^{-2}$), so a bounded Gaunt factor there can alter at most the constant. On this evidence the coefficient $\frac12$ of the logarithm survives and the constant is lowered. The computed shells, with an extrapolated tail, give a reduction of about 0.4 in the limit $\varepsilon\to0$. The limit is approached slowly: the reduction of $S$ is about 0.39, 0.36 and 0.30 at $\varepsilon=10^{-4}$, $10^{-3}$ and $10^{-2}$.

## 7. The Maxwell average

The Maxwell speed distribution is

$$f(v)\,dv=4\pi\left(\frac m{2\pi k_BT}\right)^{3/2}v^2e^{-mv^2/(2k_BT)}dv .$$

In the average of $v\sigma$ the combination $v^3dv$ equals $2E\,dE/m^2$. Collecting constants,

$$\langle v\sigma\rangle=\sqrt{\frac8{\pi m}}\,(k_BT)^{-3/2}\int_0^\infty E\,\sigma(E)\,e^{-E/(k_BT)}dE. \tag{7}$$

### One shell

For shell $n$, the factor $E$ cancels the $1/E$ in (4). With $x_n=\chi_0/(n^2k_BT)$ and $t=E/(k_BT)+x_n$,

$$\int_0^\infty\frac{e^{-E/(k_BT)}}{E+\chi_0/n^2}dE=e^{x_n}\int_{x_n}^\infty\frac{e^{-t}}tdt=e^{x_n}E_1(x_n),$$

$$\langle v\sigma_n\rangle=\sqrt{\frac8{\pi m}}\,\frac{A\chi_0^2}{n^3(k_BT)^{3/2}}\,e^{x_n}E_1(x_n).$$

When $x_n\gg1$, $e^{x_n}E_1(x_n)\approx1/x_n$, and the rate is $A\chi_0\sqrt{8/(\pi mk_BT)}/n$. A single deeply bound shell therefore gives $T^{-1/2}$ without a logarithm.

### All shells

Put $E=uk_BT$, so $\varepsilon=u/\lambda$. For $\lambda\gg1$ the low-energy form of $S$ may be used under the integral, since the region $u\gtrsim\lambda$ where it fails is suppressed by $e^{-u}$. Then

$$\int_0^\infty E\sigma_{\rm tot}e^{-E/(k_BT)}dE
=A\chi_0k_BT\int_0^\infty e^{-u}\left[\frac12\ln\lambda-\frac12\ln u+\gamma+\frac u{12\lambda}+\dots\right]du .$$

The needed integrals are $\int e^{-u}du=1$, $\int ue^{-u}du=1$ and $\int e^{-u}\ln u\,du=\Gamma'(1)=-\gamma$, all from 0 to infinity. The second term thus contributes $+\gamma/2$, and

$$\boxed{R(T)\approx A\chi_0\sqrt{\frac8{\pi mk_BT}}\left[\frac12\ln\frac{\chi_0}{k_BT}+\frac{3\gamma}2\right]\quad(k_BT\ll\chi_0)}. \tag{8}$$

The next term in the bracket is $1/(12\lambda)$.

The logarithm steepens the temperature dependence. Call the bracket $B$. Since $dB/d\ln T=-\frac12$,

$$\frac{d\ln R}{d\ln T}=-\frac12-\frac1{2B}=-\frac12-\frac1{\ln\lambda+3\gamma}. \tag{9}$$

The exponent tends to $-\frac12$ as $T\to0$, but slowly.

## 8. Worked example: capture by a bare nucleus with $Z=1$

Here $\chi_0=13.6057$ eV and $A=2.1053\times10^{-26}\ \mathrm{m^2}$. At $E=0.1$ eV, (4) gives

$$\sigma_1=2.1053\times10^{-26}\,\frac{(13.6057)^2}{0.1\times13.7057}
=2.84\times10^{-24}\ \mathrm{m^2}.$$

For the total, $\chi_0/E=136.06$ and $n_c=11.7$. The logarithmic formula (6) gives

$$\sigma_{\rm tot}\approx2.1053\times10^{-26}\times136.06\times(2.457+0.577)
=8.69\times10^{-24}\ \mathrm{m^2},$$

in agreement with the full shell sum to the digits shown.

Now lower the energy to 0.001 eV. The shell sum $S$ rises from 3.034 to 5.336, an increase of 2.302. This is slightly below $\frac12\ln100=2.303$, because the term $\varepsilon/12$ adds 0.0006 to $S$ at 0.1 eV and almost nothing at 0.001 eV. The total cross section rises by the factor

$$100\times\frac{5.336}{3.034}=176,$$

to $1.53\times10^{-21}\ \mathrm{m^2}$. The factor 100 is the $1/E$ divergence; only the remaining 1.76 comes from the logarithm.

For the rate at $T=10\,000$ K, $\lambda=15.79$ and the bracket in (8) is

$$\tfrac12\ln15.79+\tfrac32\gamma=1.3797+0.8658=2.2455 .$$

The logarithmic formula gives $4.64\times10^{-19}\ \mathrm{m^3\,s^{-1}}$. Numerical averaging of the full Kramers sum gives

$$R=4.65\times10^{-19}\ \mathrm{m^3\,s^{-1}}=4.65\times10^{-13}\ \mathrm{cm^3\,s^{-1}} .$$

Shell $n=1$ supplies 42 percent of this rate.

At 100 K, $\lambda=1578.9$ and the bracket is $3.682+0.866=4.548$. Cooling from 10 000 K to 100 K therefore raises the rate by about

$$\sqrt{100}\times\frac{4.548}{2.2455}=20.25,$$

about twice the factor 10 of a pure $T^{-1/2}$ law. The numerical rates give the slightly smaller ratio 20.21. The difference comes from the term $1/(12\lambda)=0.0053$, which raises the bracket at 10 000 K to 2.2508. At 1000 K the local exponent is $-0.647$, as (9) predicts.

These numbers are values of Kramers' model. At 100 K typical energies are $\varepsilon\sim1/\lambda\approx6\times10^{-4}$, where the quantum reduction of $S$ is about 0.37, a little below its zero-energy limit. This lowers the 100 K rate by roughly 8 percent of the Kramers value. At higher temperature energy-dependent Gaunt factors should be used in (7). They lower the 10 000 K rate by about 10 percent, to about $4.2\times10^{-13}\ \mathrm{cm^3\,s^{-1}}$, and the share of $n=1$ from 42 to 38 percent. The numerical check below covers the semiclassical formulas and, at $\varepsilon=10^{-4}$, the quantum comparison; the quantum values quoted at other energies are not part of it.

## Computed results

```
Ionization energy chi0 = 13.6057 eV
Prefactor A = 2.1053e-26 m^2
Euler constant gamma = 0.57722; 3 gamma/2 = 0.86582
Bessel integral = 1.813799; pi/sqrt3 = 1.813799
Hyperbolic orbits: emission / flat parabolic value
  omega kappa/(m v^3) =     5: ratio = 1.07275
  omega kappa/(m v^3) =    50: ratio = 1.01597
  omega kappa/(m v^3) =   500: ratio = 1.00345
Quantum Gaunt factors at E/chi0 = 1e-04
  n =  1: g_n = 0.7973
  n =  2: g_n = 0.8763
  n =  3: g_n = 0.9076
  n =  6: g_n = 0.9439
  n = 12: g_n = 0.9661
Exponent of 1-g_n in n, from n=6 to 12 = -0.727
Sum of (1-g_n)/n, tail estimated = 0.41
Cross sections (m^2): E/eV, n_c, sigma_1, sigma_total, log formula, shell sum
  1.000    3.7 2.6683e-25 5.4098e-25 5.3922e-25 1.8886
  0.100   11.7 2.8435e-24 8.6917e-24 8.6899e-24 3.0344
  0.010   36.9 2.8623e-23 1.1988e-22 1.1988e-22 4.1851
  0.001  116.6 2.8642e-22 1.5286e-21 1.5286e-21 5.3363
Rates: T/K, chi0/kT, rate (m^3/s), log formula (m^3/s), sqrt(T)*rate (SI)
     100  1578.88 9.3921e-18 9.3920e-18 9.3921e-17
    1000   157.89 2.2185e-18 2.2182e-18 7.0156e-17
   10000    15.79 4.6481e-19 4.6370e-19 4.6481e-17
Rate at 10000 K = 4.6481e-13 cm^3/s
Share of shell n=1 in the rate at 10000 K = 0.4192
d ln(rate)/d ln T at 1000 K: numeric -0.6470, formula -0.6472
```
